# Dopant profile and uniform growth rate in Czochralski growth with evaporation, part 2

A crystal is pulled from a melt that loses dopant both to the crystal and, by evaporation, to the gas. The question is which growth rate makes the doping uniform along the crystal.

The melt is well mixed and dilute, with host mass $M=M_0(1-f)$, where $M_0$ is its value at the start of the crystal body and $f$ is the frozen fraction. Its dopant mass per host mass is $w$, initially $w_0$, and its dopant concentration per volume is $C=\rho_Lw$. The new solid takes up $w_S=kw$. The evaporation flux is $hC$. The solid and liquid densities are $\rho_S$ and $\rho_L$. The areas of the crystal, the open melt surface and the crucible are $A_c$, $A_f=A_{cr}-A_c$ and $A_{cr}$. The growth rate $v$ is the length of solid added per unit time; $v_{pull}$ is the seed speed relative to the crucible.

The host and dopant balances are

$$
\frac{dM}{dt}=-\rho_SA_cv, \tag{1}
$$

$$
\frac{dN}{dt}=-kw\,\rho_SA_cv-hA_f\rho_Lw, \tag{2}
$$

with $N=wM$ the dopant mass in the melt. The loss number is

$$
g=\frac{\rho_LhA_f}{\rho_SA_cv}, \tag{3}
$$

or, with a velocity $v_e$,

$$
v_e=\frac{\rho_LhA_f}{\rho_SA_c},\qquad g=\frac{v_e}{v}. \tag{4}
$$

The local law and, for constant $k$ and $g$, the profile are

$$
\frac{d\ln w}{d\ln M}=k+g-1, \tag{7}
$$

$$
w_S(f)=kw_0(1-f)^p,\qquad p=k+g-1. \tag{8}
$$

For $0<k<1$ the doping is uniform at the rate $v^*$:

$$
v^*=\frac{v_e}{1-k}
=\frac{\rho_LhA_f}{\rho_SA_c(1-k)}, \tag{10}
$$

$$
p=\frac{(1-k)v^*}{v}-(1-k)
=(1-k)\left(\frac{v^*}{v}-1\right). \tag{11}
$$

The pull speed is

$$
v_{pull}=v+\frac{dz_L}{dt}
=v\left(1-\frac{\rho_SA_c}{\rho_LA_{cr}}\right), \tag{15}
$$

where $z_L$ is the liquid height.

The example is antimony in 60 kg of silicon, with crucible and crystal diameters of 45 cm and 20 cm, $k=0.023$, $h=2.0\times10^{-4}$ cm/s, $\rho_L=2.56$ g/cm³ and $\rho_S=2.30$ g/cm³. This gives $A_f/A_c=4.0625$ and $v^*=9.256\times10^{-4}$ cm/s, or 0.555 mm/min. The body ends at $f=0.75$. A seed-end target of $1.0\times10^{18}$ cm⁻³ requires 229.3 g of antimony in the initial melt.

### Sensitivity to growth rate and evaporation

The ratio of tail to seed doping is

$$
R=(1-f)^p. \tag{16}
$$

At $f=0.75$ and fixed $h$, growth at half the uniform rate gives $p=0.977$ and $R=0.258$. Growth at twice the uniform rate, 1.111 mm/min, gives $p=-0.4885$ and $R=1.968$. Rates 10% below and above $v^*$ give 0.860 and 1.131. Without evaporation the ratio would be 3.874.

The exponent depends on $h$ and $v$ through $h/v$. Halving $h$ at fixed $v$ therefore has the same effect as doubling $v$ at fixed $h$: in both cases $R=1.968$. Doubling $h$ at fixed $v$ gives 0.258. An uncertainty of a factor of two in $h$ thus outweighs a 10% error in growth rate.

A tolerance on the profile can be turned into a tolerance on the rate. Let the tail ratio be allowed to lie between $1/r$ and $r$, with $r>1$. Since $\ln R=p\ln(1-f)$, the condition is

$$
|p|\,\ln\frac{1}{1-f}\le\ln r .
$$

Insert equation (11) and divide by the positive factors:

$$
\left|\frac{v^*}{v}-1\right|
\le\frac{\ln r}{(1-k)\ln[1/(1-f)]}. \tag{17}
$$

The permitted interval narrows as more of the melt is used. Because the power law is monotonic in $f$, a tail that meets this tolerance implies that the rest of the body also meets it, provided the model parameters stay constant.

### Finding the evaporation coefficient from a crystal

A crystal grown at a known constant rate can supply $h$ for the same furnace conditions. From equation (16), $p=\ln R/\ln(1-f)$. Since $g=p+1-k$, equation (3) gives

$$
h=\frac{\rho_SA_cv}{\rho_LA_f}
\left[\frac{\ln R}{\ln(1-f)}+1-k\right]. \tag{18}
$$

For $R=1.9684$ (the value 1.968 above with one more digit) at $f=0.75$, the quotient of logarithms is $-0.4885$ and the bracket is 0.4885. With $v=1.111$ mm/min this returns $h=2.0\times10^{-4}$ cm/s. The arithmetic illustrates the inversion; it is not independent evidence for the model. In practice the doping should be measured at several positions. A plot of $\ln w_S$ against $\ln(1-f)$ must be straight if equation (8) applies, and its slope is $p$. Curvature can mean that an assumption behind the constant exponent has failed. It can also come from a wrong value of $M_0$, which distorts $f$ and affects the slope most strongly near the tail.

### A varying rate or free area

The balances hold at each instant even when $v$, $h$ or the areas change. Integration of the local law then gives

$$
\ln\frac{w(f)}{w_0}
=\int_0^f\frac{1-k-g(f')}{1-f'}\,df'. \tag{19}
$$

The sign follows from $d\ln M=-df'/(1-f')$. Uniformity over the whole length requires the integrand to vanish at every $f'$. Equal doping at the two ends is a weaker condition, because a rise in one section can be cancelled by a fall in another. If $k$ and $h$ do not depend on $v$, the rate to be followed is equation (10) with the current values of the areas and of $h$.

A dished crucible bottom supplies a definite case. Let the bottom be part of a sphere of radius $R_d=45$ cm below the cylindrical wall. At height $z$ above the lowest point, the liquid surface has radius squared $R_d^2-(R_d-z)^2=2R_dz-z^2$. The surface area and the volume below it are

$$
S(z)=\pi(2R_dz-z^2),\qquad
V(z)=\int_0^zS(z')\,dz'=\pi\left(R_dz^2-\frac{z^3}{3}\right).
$$

The dish meets the wall where the surface radius is 22.5 cm, at $z=45-\sqrt{45^2-22.5^2}=6.03$ cm. Comparison of $V$ at this height with the initial melt volume shows that the level enters the dish at $f=0.791$. The body considered above ends before this point.

If growth continues at the same $v^*$ to $f=0.90$, the free area $S-A_c$ shrinks, $g$ falls below $1-k$, and the doping rises to 1.152 times its seed value. To hold it constant, $v$ would have to fall in proportion to the free area. In the dish, $A_{cr}$ in the pull-speed relation must also be replaced by $S(z)$.

### A diffusion layer at the interface

Perfect mixing up to the interface is an idealization. Suppose instead that a layer of thickness $\delta$ separates the interface from the mixed bulk. Let $x$ be the distance from the interface into the melt and $D$ the dopant diffusivity. Seen from the interface, liquid approaches at $u=v\rho_S/\rho_L$, by mass conservation. In a steady state the dopant flux toward the crystal is the same throughout the layer and equals the amount built in:

$$
D\frac{dC}{dx}+uC=ukC(0).
$$

The right-hand side follows from $\rho_Svw_S=\rho_Luk\,w(0)$ and $C=\rho_Lw$. The difference $C-kC(0)$ obeys a first-order equation with decay constant $u/D$ and has the value $(1-k)C(0)$ at $x=0$. Therefore

$$
C(x)=C(0)\left[k+(1-k)e^{-ux/D}\right].
$$

The effective coefficient relates the solid to the bulk melt at $x=\delta$:

$$
k_{eff}=\frac{kC(0)}{C(\delta)}
=\frac{k}{k+(1-k)e^{-P}},\qquad P=\frac{u\delta}{D}. \tag{20}
$$

At constant $v$ and $\delta$ this replaces $k$ by another constant, so the power law survives. The uniform rate now satisfies $(1-k_{eff})v=v_e$, which is implicit. Apart from a constant factor, its left-hand side is

$$
F(P)=\frac{(1-k)P}{ke^P+1-k}.
$$

The derivative of $F$ has the sign of $1-k+ke^P(1-P)$. This expression equals 1 at $P=0$, and its own derivative, $-kPe^P$, is negative for $P>0$. It therefore changes sign once. $F$ rises from zero to a single maximum and then returns toward zero. There are two uniform rates if the maximum of $(1-k_{eff})v$ exceeds $v_e$, and none if it lies below.

For $D=1.5\times10^{-4}$ cm²/s and $\delta=0.02$ cm, the lower root has $k_{eff}=0.0256$ and lies at 0.557 mm/min, against 0.555 mm/min for perfect mixing. The rate hardly moves, but the seed-end doping is now $k_{eff}w_0$, so the antimony needed for the same target falls by about 10%, from 229.3 g to about 206 g; the other charges quoted in this part refer to perfect mixing. The second root, 40.3 mm/min, is far above the practical range for a crystal of this size. It lies at $P\approx8$, where a stagnant layer of fixed thickness is no longer a good description. With the flow profile of a rotating disc matched to the same $\delta$ at small $P$, the lower root is unchanged and the second moves to about 200 mm/min, so its value is only formal. An iterative solver should be started near equation (10) to avoid it.

### Other neglected effects

**Film below the free surface.** If dopant must diffuse through a film of the same thickness before it evaporates, the surface concentration $C_s$ satisfies $hC_s=D(C-C_s)/\delta$. Solving for $C_s$ and writing the flux as $h_{eff}C$ gives

$$
\frac{1}{h_{eff}}=\frac{1}{h}+\frac{\delta}{D}.
$$

For the example $h_{eff}$ is 2.60% below $h$, and with $k$ held fixed $v^*$ falls by the same percentage. A coefficient that refers to the bulk concentration, such as the one from equation (18), already contains this resistance. If there is also a diffusion layer at the interface, $k$ in equation (18) must be replaced by $k_{eff}$ at the growth rate used. In this example, keeping $k=0.023$ at 1.111 mm/min would overestimate $h$ by about 1%.

**Loss before the body starts.** While no crystal covers the melt, the dopant decays as $\exp(-hA_{cr}t/V_0)$, where $V_0$ is the melt volume. Two hours cost 9.3% of the antimony. This changes $w_0$ but not the exponent. To reach the same seed-end doping, the initial 229.3 g must be divided by 0.907, which gives about 253 g.

**Evaporation of silicon.** For a Maxwell distribution of velocities, the number of atoms striking unit area per time is $n\sqrt{k_BT/(2\pi m)}$. With $p_v=nk_BT$, the corresponding mass flux is $p_v\sqrt{m/(2\pi k_BT)}$. In equilibrium it equals the evaporation flux if every arriving atom sticks. A rough vapour pressure of 0.05 Pa at 1687 K gives a mass loss of 0.54% of the freezing rate. If this ratio is called $\epsilon$, the host balance gains the factor $1+\epsilon$ and the condition for uniformity becomes $k+g=1+\epsilon$. In this estimate the uniform rate falls by about half a percent. It applies to atomic silicon leaving into vacuum, and argon reduces this loss; loss as silicon monoxide is not included.

**Evaporation of another order.** If the dopant left in pairs with a flux proportional to $C^2$, $g$ would itself be proportional to $w$. The power law would fail, and the uniform rate would depend on the doping level. Equation (10) should therefore not be carried from one doping level to another unless $h$ has been found to be the same at both.

### Comparison with real growth

Silicon crystals of this diameter are grown at rates of the order of 1 mm/min, so the calculated 0.555 mm/min lies in a relevant range, toward its slow side. The charge, diameters and doping level are also of realistic size. The least secure input is $h$, which depends on gas pressure, gas flow and surface temperature and need not stay constant during a run. A factor of two in $h$ moves $v^*$ to about 0.28 or 1.11 mm/min, far more than the interface layer, the surface film or silicon evaporation do in this example.

The growth rate is often fixed by heat removal or crystal quality, neither of which is part of this model. The uniformity condition can then be read the other way, as the evaporation coefficient required at a given $v$:

$$
h=\frac{(1-k)\rho_SA_cv}{\rho_LA_f}. \tag{21}
$$

Whether a furnace can provide this value has to be established by measurement, for instance through equation (18) at the intended gas pressure and flow. The numerical output following the text lists the values used in the example.

## Numbers as computed

```
Melt charge: 60 kg
Crucible and crystal diameters: 45, 20 cm
Melt and solid densities: 2.56, 2.30 g/cm3
Segregation coefficient k: 0.023
Evaporation coefficient h: 2.0e-04 cm/s
Crystal area: 314.2 cm2
Free melt area: 1276.3 cm2
Area ratio A_f/A_c: 4.0625
Uniform growth rate v*: 9.256e-04 cm/s
Uniform growth rate v*: 0.555 mm/min
Loss number g at v*: 0.977
Pull speed / growth rate: 0.8225
Pull speed at v*: 0.457 mm/min
End of body, frozen fraction: 0.75
Body length: 62.3 cm
Growth time at v*: 18.7 h
Seed-end Sb concentration: 1.0e+18 cm^-3
Silicon atom density used: 4.932e+22 cm^-3
Initial melt Sb/Si atom ratio: 8.816e-04
Sb in initial melt: 229.3 g
Sb in crystal at end: 3.96 g
Sb evaporated at end: 168.0 g
Sb left in melt at end: 57.3 g
v/v*=0.5: v=0.278 mm/min, exponent=+0.9770, tail/seed=0.258
v/v*=0.9: v=0.500 mm/min, exponent=+0.1086, tail/seed=0.860
v/v*=1.0: v=0.555 mm/min, exponent=+0.0000, tail/seed=1.000
v/v*=1.1: v=0.611 mm/min, exponent=-0.0888, tail/seed=1.131
v/v*=2.0: v=1.111 mm/min, exponent=-0.4885, tail/seed=1.968
No evaporation: exponent=-0.977, tail/seed=3.874
h times 0.5 at unchanged v: tail/seed=1.968
h times 2.0 at unchanged v: tail/seed=0.258
Melt diffusivity: 1.5e-04 cm2/s; layer: 0.02 cm
Interface layer: k_eff=0.0256
Uniform rate with interface layer: 0.557 mm/min
Second formal uniform rate: 40.3 mm/min
Surface film lowers h by: 2.60 %
Dish radius of crucible bottom: 45 cm
Melt enters dish at frozen fraction: 0.791
Dish, v*, f=0.90: local/seed doping=1.152
Sb lost in 2 h before body: 9.3 %
Si vapour estimate inputs: 0.05 Pa, 1687 K
Si evaporation / freezing rate: 0.54 %
```
